# Stationary points and migration barrier of a two-dimensional double well

## Problem

An atom that migrates in a solid moves between sites where its potential energy has a local minimum. A simple model keeps two coordinates: $x$ along the line joining two equivalent sites, and $y$ across it. In dimensionless form the potential energy is

$$V(x,y)=(x^2-1)^2+2y^2 ,$$

with $x$ and $y$ real.

(a) Find all stationary points of $V$.

(b) Classify them by the eigenvalues of the Hessian, the matrix of second derivatives.

(c) The peak of a path is the highest value of $V$ on it. The migration barrier is the smallest peak that any continuous path between the two minima can have, minus the value of $V$ at the starting minimum. Determine it.

(d) Find the peak on the curved path $y=c(1-x^2)$, $-1\le x\le 1$, for a real constant $c$. What does a badly chosen path do to an estimate of the barrier?

(e) To which stationary points do steepest descent and Newton's method lead?

(f) Restore units through $U(X,Y)=E_0\,V(X/L,Y/L)$ with $E_0=0.03$ hartree and $L=3$ bohr. Give the distance between the sites, the curvatures at the sites and at the saddle, and the barrier. These are round model parameters and stand for no particular material.

## Solution

### (a) Stationary points

At a stationary point both first derivatives vanish. The chain rule applied to the first term gives $2(x^2-1)\cdot 2x$, so

$$V_x=4x(x^2-1)=4x(x-1)(x+1),\qquad V_y=4y .$$

The second condition requires $y=0$. The first is a product, which is zero only if one of its factors is zero: $x=0$, $x=1$ or $x=-1$. The complete list is therefore

$$(-1,0),\qquad (0,0),\qquad (1,0).$$

The energies follow by insertion: $V(\pm1,0)=0$ and $V(0,0)=1$.

### (b) Classification

Since $V_x=4x^3-4x$, the second derivatives are

$$V_{xx}=12x^2-4,\qquad V_{yy}=4,\qquad V_{xy}=0 .$$

The Hessian is diagonal. Its eigenvalues are the diagonal entries, and its eigenvectors point along the $x$ and $y$ axes.

| Point | $V$ | $V_{xx}$ | $V_{yy}$ | Type |
|---|---|---|---|---|
| $(-1,0)$ | 0 | 8 | 4 | minimum |
| $(0,0)$ | 1 | $-4$ | 4 | first-order saddle |
| $(1,0)$ | 0 | 8 | 4 | minimum |

The signs decide the type because the first-order terms of the Taylor expansion vanish at a stationary point, so the leading change in $V$ is half the Hessian's quadratic form. Near the right-hand minimum put $x=1+s$. Then $x^2-1=2s+s^2$, and

$$V=(2s+s^2)^2+2y^2=4s^2+2y^2+4s^3+s^4 .$$

The coefficients 4 and 2 of the quadratic terms are half the eigenvalues 8 and 4. Both are positive, so every small displacement raises the energy. The point $(-1,0)$ behaves in the same way, because $V$ is unchanged when $x$ is replaced by $-x$.

Near the origin,

$$V=1-2x^2+2y^2+x^4 .$$

A small step along $x$ lowers the energy and a step along $y$ raises it. One negative eigenvalue, with all others positive, defines a first-order saddle. Had an eigenvalue been zero, the quadratic terms would not have settled the matter and higher terms would have been needed.

The two minima are also global. $V$ is a sum of two squares with positive coefficients, so $V\ge 0$, and $V=0$ requires both $x^2=1$ and $y=0$.

### (c) The migration barrier

The saddle lies 1 above the minima. To show that this difference is the barrier, one must show that no path has a lower peak and that some path has this peak.

A continuous path from $(-1,0)$ to $(1,0)$ starts with negative $x$ and ends with positive $x$. By the intermediate value theorem it crosses the line $x=0$ somewhere. On that line

$$V(0,y)=1+2y^2\ge 1 ,$$

so the peak of every path is at least 1.

On the straight path $y=0$, $-1\le x\le1$, the energy is $V=(1-x^2)^2$. Here $0\le 1-x^2\le 1$, so $V\le 1$, with equality at $x=0$. This path attains the lower bound, and the barrier is

$$\Delta V=V(0,0)-V(-1,0)=1-0=1 .$$

The argument also shows that every path with the lowest possible peak passes through the saddle. Such a path must cross $x=0$ at a point where $1+2y^2\le1$, which leaves only $y=0$. The barrier for the reverse hop is the same because the two minima have equal energy. With unequal minima, the forward and reverse barriers would differ by the energy difference of the sites.

**The role of the transverse stiffness.** Replace $2y^2$ by $\kappa y^2$. The Hessian eigenvalue along $y$ becomes $2\kappa$. For every $\kappa>0$ the stationary points, their types and the barrier stay as they are, since $1+\kappa y^2\ge1$ still holds. The stiffness sets how narrow the pass is, not how high.

For $\kappa<0$ the conclusion fails. The points $(\pm1,0)$ then have eigenvalues 8 and $2\kappa<0$ and are saddles, while the origin is a maximum. A path can go from $(-1,0)$ along $y$ to $y^2=1/|\kappa|$, cross at this fixed $y$, and return to $(1,0)$. On the two outer pieces $V=-|\kappa|y^2\le0$, and on the crossing $V=(x^2-1)^2-1\le0$. The path never rises above its starting energy. The energy at the origin relative to $(\pm1,0)$ is still 1, but it no longer hinders the passage. An energy difference between stationary points is a barrier only if the points have the right character.

### (d) A badly chosen path

On $y=c(1-x^2)$ we have $y^2=c^2(1-x^2)^2$. Both terms of $V$ then contain the same factor:

$$V=(1-x^2)^2+2c^2(1-x^2)^2=(1+2c^2)(1-x^2)^2 .$$

For $-1\le x\le1$ the last factor is largest at $x=0$, where it equals 1. The peak is

$$V_{\text{peak}}=1+2c^2 .$$

For $c=0.25$ this is $1+2(0.0625)=1.125$, and for $c=0.5$ it is $1+2(0.25)=1.5$. The second path overestimates the barrier by 50 % of its true value. The peak of any continuous path is an upper bound to the barrier, because the barrier is the smallest of all peaks. This refers to the true peak: if $V$ is evaluated only at a few points of the path, the highest value found can lie below the barrier. Four equally spaced points from $x=-1$ to $x=1$ on $y=0$ give $(8/9)^2\approx0.79$. The excess $2c^2$ is quadratic in the transverse offset $c$ at which the path crosses the line $x=0$, since the saddle is a minimum in the transverse direction. Halving the offset reduces the error by a factor of four.

The straight line between the minima gives the exact barrier here because it passes through the saddle and nowhere rises above it. This is a property of the present potential. Consider instead

$$W(x,y)=(x^2-1)^2+2u^2,\qquad u=y-c(1-x^2).$$

Its derivatives are $W_y=4u$ and, with $u_x=2cx$, $W_x=4x(x^2-1)+8cxu$. The first condition gives $u=0$, and the second then again gives $x=0$ or $x=\pm1$. The stationary points are $(\pm1,0)$ and $(0,c)$.

At $(0,c)$ both $u$ and $u_x$ vanish, so $W_{xx}=-4$, $W_{xy}=4u_x=0$ and $W_{yy}=4$: a first-order saddle with $W=1$. At $(\pm1,0)$ we have $u=0$ and $u_x=\pm2c$, so

$$W_{xx}=8+4u_x^2=8+16c^2,\qquad W_{xy}=\pm8c,\qquad W_{yy}=4 .$$

The determinant is $4(8+16c^2)-64c^2=32$ and the trace is positive. Both eigenvalues are therefore positive, and these points are minima, with $W=0$.

On $x=0$ we have $W=1+2(y-c)^2\ge1$, and the curved path $u=0$ has the peak 1, so the barrier is again 1. The straight path $y=0$ now has $W=(1+2c^2)(1-x^2)^2$ and the peak $1+2c^2$. Straight interpolation between two sites thus gives an upper bound, which equals the barrier only if the line passes through the saddle and nowhere rises above it.

### (e) Where searches end

**Steepest descent.** Each step moves against the gradient. With the step factor 0.05,

$$x_{\text{new}}=x-0.05\cdot4x(x^2-1)=x\,[1+0.2(1-x^2)],$$

$$y_{\text{new}}=y-0.05\cdot4y=0.8\,y .$$

The transverse displacement shrinks by the factor 0.8 in each step. For $0<x<1$ the bracket exceeds 1, so $x$ grows. It does not pass 1, because $1.2x-0.2x^3$ has the positive slope $1.2-0.6x^2$ on this interval and equals 1 at $x=1$. An increasing bounded sequence converges, and the only point in reach where the step vanishes is $x=1$. A start at $(0.001,0)$ therefore ends at $(1,0)$, and by symmetry a start at $(-0.001,0)$ ends at $(-1,0)$. These two descents, which stay on $y=0$, show which minima the saddle connects. The fixed step factor has limits: for $x^2>6$ the bracket is negative and a step jumps across $x=0$, so a start at $x=2.5$ ends at the left minimum, and for $x^2>11$ the iteration diverges.

A start at $(0,0.5)$ behaves differently. With $x=0$ there is no force along $x$, so $x$ remains zero while $y$ decays, and the descent ends at the saddle. A minimization started from a symmetric position can thus stop at a point that is not a minimum. The vanishing force does not reveal this, but the negative Hessian eigenvalue does. A small displacement along $x$ grows by a factor of about 1.2 per step and leads away from the saddle.

**Newton's method.** It seeks a zero of the gradient by dividing the gradient by the curvature. Because the Hessian is diagonal, the coordinates separate. Along $y$ one step gives $y-4y/4=0$. Along $x$,

$$x_{\text{new}}=x-\frac{4x(x^2-1)}{12x^2-4}
=\frac{x(3x^2-1)-x(x^2-1)}{3x^2-1}=\frac{2x^3}{3x^2-1}.$$

For $x^2<1/3$ the size of $x$ changes by the factor $2x^2/(1-3x^2)$. This is below 1 if $2x^2<1-3x^2$, that is, if $|x|<1/\sqrt5\approx0.447$. The factor then falls further as $|x|$ shrinks, so all these starts converge to the saddle.

For $x>1/\sqrt3\approx0.577$ the denominator is positive, and

$$x_{\text{new}}-1=\frac{2x^3-3x^2+1}{3x^2-1}=\frac{(x-1)^2(2x+1)}{3x^2-1}\ge0 .$$

After one step $x$ is at least 1. From there $x_{\text{new}}\le x$, because $2x^2\le3x^2-1$ when $x^2\ge1$, and the sequence decreases to 1. Starts with $x<-1/\sqrt3$ converge to $-1$ in the same way. For $1/\sqrt5<|x|<1/\sqrt3$ each step reverses the sign of $x$ and increases its size until $|x|$ leaves this range, so such starts end at either minimum, depending on the number of reversals, unless an iterate lands exactly on $|x|=1/\sqrt3$, where the step is undefined. A start at exactly $|x|=1/\sqrt5$ jumps back and forth between $\pm1/\sqrt5$ and does not converge.

Take 48 starts: 12 equally spaced values of $x$ from $-2$ to 2, each with 4 values of $y$. Carried out numerically, the iteration ends 20 times at $(-1,0)$, 8 times at the saddle and 20 times at $(1,0)$. The 8 starts are those with $x=\pm2/11\approx\pm0.18$, the only values inside the range found above. The starts with $x=6/11\approx0.55$ lie where the denominator is small and negative. One step throws them to $x\approx-3.0$, and they end at the left minimum although they began on the right. Newton's method can thus find a saddle, but it does not select one, and the end point need not be the stationary point nearest to the start. The Hessian has to be evaluated there to know what has been found.

### (f) The model with units

With $x=X/L$ and $y=Y/L$, each derivative with respect to $X$ or $Y$ brings a factor $1/L$:

$$U_X=\frac{E_0}{L}V_x,\qquad U_{XX}=\frac{E_0}{L^2}V_{xx},\qquad U_{YY}=\frac{E_0}{L^2}V_{yy}.$$

For positive $E_0$ and $L$ the stationary points keep their types. The sites are at $X=\pm L=\pm3$ bohr, $Y=0$, and their distance is $2L=6$ bohr.

The unit of curvature is $E_0/L^2=0.03/9=0.003333$ hartree/bohr². Multiplied by the dimensionless eigenvalues, it gives

- at each site: $8\times0.003333=0.0267$ along $X$ and $4\times0.003333=0.0133$ along $Y$, in hartree/bohr²;
- at the saddle: $-0.0133$ along $X$ and $0.0133$ along $Y$, in hartree/bohr².

The barrier is

$$\Delta U=E_0\,\Delta V=0.03\times1=0.030\ \text{hartree}=0.816\ \text{eV}.$$

The detour with $c=0.5$ has the peak $0.03\times1.5=0.045$ hartree, which is 0.015 hartree too high. The length $L$ does not enter the barrier. At fixed $E_0$, a larger $L$ moves the sites apart and flattens the surface, but the pass keeps its height.

This barrier is a difference of potential energies. It contains no zero-point energy, which would require the mass of the moving atom, and no entropy. It is also not a hopping rate, which depends in addition on the temperature and on how often the atom attempts the crossing. In a real solid the neighbouring atoms move as well. The saddle must then be sought in all their coordinates, and a first-order saddle again has one negative Hessian eigenvalue, with all others positive apart from the zero eigenvalues that belong to rigid motions of the whole solid.

All numerical values are calculated from the stated model.
